Operations and Memory for Semilocal and Separable Pseudopotentials, with First Corrections

**1. What dimensions fix**

A plane-wave calculation has a cell of volume Ω and keeps the reciprocal vectors G with |G| ≤ G_max. Their number N is dimensionless. For a large cell it must also be proportional to Ω, because doubling the volume doubles the density of reciprocal vectors. The one dimensionless combination linear in Ω is ΩG_max³, so

N ≈ c Ω G_max³,

with c a pure number.

Let the cell hold A atoms, each with p nonlocal angular channels, so that there are P = pA channels in all. Two ways of applying the nonlocal potential will be compared: a dense N × N matrix, and a factorized form with P columns of length N. For one band the first needs a number of operations proportional to N², the second to NP. Their ratio is therefore proportional to

N/P ∝ (Ω/A) G_max³ / p.

The number of atoms has dropped out: the ratio depends on the volume per atom, the cutoff and the number of channels. At fixed density and cutoff, and with the projectors kept as columns of length N in reciprocal space, factorization gains a constant factor and not a lower power of system size (Section 10 notes the real-space alternative, which does lower the power). It remains to find the pure numbers, the first corrections, and whether a semilocal potential really requires the dense matrix.

Rydberg units are used, with lengths in bohr. A plane wave then has kinetic energy G², and G_max = √E_cut with E_cut in Ry.

**2. The number of plane waves**

The formulas are written for Bloch vector k = 0; for another k, replace G by k + G. To find c, count the vectors in the sphere for a general k,

N(k) = Σ_G θ(G_max − |k + G|),

where θ is 1 for a positive argument and 0 otherwise. Average this over k in one reciprocal cell, whose volume is (2π)³/Ω. As k runs over the cell and G over the lattice, k + G covers all of reciprocal space once. The sum of integrals becomes a single integral over the sphere:

average of N = [Ω/(2π)³] (4π/3) G_max³ = Ω G_max³/(6π²).

Hence c = 1/(6π²). This average holds for any cell size, so it has no surface correction.

At a single k there is a deviation. Assign to each lattice point its own reciprocal cell. Cells wholly inside or wholly outside the sphere are counted correctly by the volume, so the error comes from cells cut by the surface. The number of cut cells grows as the sphere's area divided by the area of a cell face, that is as Ω^(2/3). The relative deviation is thus at most of order Ω^(−1/3). This bounds the scaling and does not predict the value, which can have either sign.

**3. The semilocal operator and its dense matrix**

A norm-conserving pseudopotential has a different radial potential V_l(r) for each angular momentum l. One radial function is chosen as the local potential, and the differences ΔV_l = V_l − V_local remain for the other channels. They vanish beyond a core radius r_c. For an atom at τ, with s = r − τ, the remaining operator is

(V_SL f)(s) = Σ_lm Y_lm(ŝ) ΔV_l(s) ∫ dŝ' Y*_lm(ŝ') f(s ŝ').

It integrates over the angles of f but multiplies point by point in the radius, hence the name semilocal.

Use normalized plane waves ⟨r|G⟩ = Ω^(−1/2) exp(iG·r). Substituting r = τ + s in both waves gives the factor exp[−i(G − G')·τ]. The angular integrals follow from

exp(iG·s) = 4π Σ_lm i^l j_l(Gs) Y_lm(ŝ) Y*_lm(Ĝ),

where j_l is a spherical Bessel function. Orthonormality of the Y_lm gives, for the wave on the right,

∫ dŝ Y*_lm(ŝ) exp(iG'·s) = 4π i^l j_l(G's) Y*_lm(Ĝ').

The wave on the left supplies the complex conjugate of the same expression with G' replaced by G:

∫ dŝ Y_lm(ŝ) exp(−iG·s) = 4π (−i)^l j_l(Gs) Y_lm(Ĝ).

In the product, (−i)^l i^l = 1 and the prefactor is 16π²/Ω. The sum over m is done with the addition theorem,

Σ_m Y_lm(Ĝ) Y*_lm(Ĝ') = [(2l+1)/(4π)] P_l(cos γ),

where γ is the angle between G and G' and P_l is a Legendre polynomial (not to be confused with the channel number P). The result is

⟨G|V_SL|G'⟩ = (4π/Ω) exp[−i(G − G')·τ] Σ_l (2l+1) P_l(cos γ) F_l(G,G'),

F_l(G,G') = ∫₀^{r_c} r² j_l(Gr) ΔV_l(r) j_l(G'r) dr.

For several atoms, such terms are added. The angular and phase factors can be split into functions of G times functions of G'. The radial integral F_l is in general not one such product, because r links the two Bessel functions. The direct method therefore stores every element in an N × N matrix. The program tests this formula against angular and radial quadrature of the operator's definition.

**4. The separable operator**

The Kleinman-Bylander construction selects a reference orbital φ_lm = φ_l(r) Y_lm, with φ_l real, and replaces each channel by

V_KB,lm = |ΔV_l φ_lm⟩ ⟨φ_lm ΔV_l| / ⟨φ_lm|ΔV_l|φ_lm⟩.

The denominator must not vanish. Acting on the reference orbital gives

V_KB,lm |φ_lm⟩ = |ΔV_l φ_lm⟩ ⟨φ_lm|ΔV_l|φ_lm⟩ / ⟨φ_lm|ΔV_l|φ_lm⟩ = |ΔV_l φ_lm⟩,

which is what the semilocal operator gives. For another radial function the output still has the fixed shape ΔV_l φ_l, whereas the semilocal output is ΔV_l times the new function. So this is a change of operator as well as a change of algorithm.

The program tests both statements for one atom in a small cell, with the model differences

ΔV_l(r) = v_l [1 − (r/r_c)²]² for r < r_c,

where r_c = 2 bohr, v_0 = 3.0 Ry and v_1 = 1.5 Ry. The orbitals are r^l exp[−r²/(2w²)]. For the reference width w = 1.2 bohr, the two actions differ by less than 10⁻⁵ of the norm of the semilocal result. For w = 0.8 bohr they differ by 21% for s and 22% for p. These percentages compare vectors in a model, expanded in plane waves up to 20 Ry; they are not errors in energies of silicon.

In the plane-wave basis the projector for channel lm has the elements

b_lm(G) = (4π/√Ω) (−i)^l Y_lm(Ĝ) exp(−iG·τ) ∫₀^{r_c} r² j_l(Gr) ΔV_l(r) φ_l(r) dr,

by the same angular integral as before. Placing the P projectors of all atoms side by side gives an N × P matrix B. The inverse denominators form a real diagonal matrix D, and

V_KB = B D B†.

**5. Operations: leading order and first correction**

Let M be the number of bands and C the N × M matrix of their coefficients, all complex. Consider one complex dot product of length K. Its real and imaginary parts are combinations of four real dot products, each with K multiplications and K − 1 additions. Two more additions or subtractions combine the four results. The total number of real operations is

4K + 4(K − 1) + 2 = 8K − 2.

The dense product VC has NM entries, each a dot product of length N. Its cost is

W_dense = NM(8N − 2) = 8MN² [1 − 1/(4N)].

The separable product must be evaluated from the right, as B[D(B†C)]; forming the matrix BDB† first would bring back the dense cost. There are three parts:

- projection B†C: PM(8N − 2) operations;
- scaling of PM complex numbers by real factors: 2PM;
- expansion by B: NM(8P − 2).

In the sum, the −2PM of the projection cancels the scaling cost, leaving

W_sep = 16MNP − 2MN = 16MNP [1 − 1/(8P)].

The leading terms are 8MN² and 16MNP. In complex multiply-adds, each worth eight real operations at this order, they are MN² and 2MNP. The factor 2 in the second is there because the projectors are used twice, once to project and once to expand.

The ratio is

W_dense/W_sep = [N/(2P)] [1 − 1/(4N)] / [1 − 1/(8P)].

For large P, 1/[1 − 1/(8P)] ≈ 1 + 1/(8P). Keeping first-order terms,

W_dense/W_sep ≈ [N/(2P)] [1 + 1/(8P) − 1/(4N)].

Since N and P are proportional to A, both corrections fall as 1/A. Their sum is positive when N > 2P, which is also the condition for the separable form to be cheaper at leading order.

These counts can be compared with arithmetic that is really carried out. For N = 40, P = 8 and M = 3, the leading terms are 38400 and 15360. The program tallies 38160 and 15120 operations. Each is lower by 2MN = 240, as the formulas require. The relative corrections are 1/160 and 1/64.

**6. Memory**

A double-precision complex number takes 16 bytes. The dense matrix and the stored projectors need

S_dense = 16N² bytes, S_sep = 16NP bytes,

with ratio N/P. This is twice the leading operation ratio, because a projector is stored once but used twice.

The dense matrix is Hermitian, so one triangle with its diagonal is enough:

S_triangle = 16 N(N + 1)/2 = 8N² (1 + 1/N) bytes.

The correction 1/N arises because the diagonal is stored in full: it takes 16N bytes, of which half the full matrix would include only 8N. With triangular storage the memory ratio becomes N/(2P) at leading order. The operation count is not halved, since each stored element is used for both of its positions in the matrix.

The D factors add P real numbers, or 8P bytes. Relative to the projectors this is 1/(2N), which is negligible here. The coefficients C take 16NM bytes in either method.

**7. Dependence on size and cutoff**

Insert N ≈ ΩG_max³/(6π²) and P = pA in the leading ratio, and write Ω_a = Ω/A for the volume per atom:

N/(2P) ≈ Ω_a G_max³/(12π² p).

This confirms the dimensional argument and supplies its number. Since G_max³ = E_cut^(3/2), doubling the cutoff raises the ratio by 2^(3/2) ≈ 2.8. Vacuum in the cell also raises it, because it adds plane waves without adding projectors. More projectors per atom lower it. If the cutoff were so low that N < 2P, the dense product would need fewer operations.

At fixed density and cutoff, N, M and P all grow as A. Both operation counts therefore grow as A³, and both memories as A².

**8. Silicon: 64 atoms at 20 Ry**

The cell is a cube made of 2 × 2 × 2 conventional cells of silicon. The measured lattice parameter, 10.263 bohr, is an input. The side is 20.526 bohr and the volume 8648.3 bohr³. With G_max = √20 = 4.4721 bohr⁻¹, the volume estimate is

N ≈ 8648.3 × 4.4721³/(6π²) ≈ 13062.

Direct enumeration at k = 0 gives N = 13133, which is 0.5% more. The enumerated value is used below.

Four valence electrons per atom and two electrons per band give

M = 64 × 4/2 = 128.

The s and p channels are taken as nonlocal and d as local. Then p = 1 + 3 = 4 and P = 4 × 64 = 256. A different choice of local channel, or two projectors per channel, would change P. The separable operations and memory scale with P, the dense ones do not change, and the ratios scale as 1/P.

The operations for one application to all bands are

dense: 8 × 128 × 13133² ≈ 1.77 × 10¹¹,

separable: 16 × 128 × 13133 × 256 ≈ 6.9 × 10⁹.

The ratio is 13133/(2 × 256) ≈ 25.7. The arithmetic correction is 1/(8P) − 1/(4N) = 1/2048 − 1/52532, about 0.05%. It is roughly an order of magnitude smaller than the 0.5% deviation of N from its volume estimate. At k = 0 in this cell, then, the discreteness of the reciprocal lattice matters more than the subleading terms of the operation count, and neither affects a practical decision.

The memory is

dense: 16 × 13133² bytes ≈ 2.76 GB, or 1.38 GB for one triangle,

separable: 16 × 13133 × 256 bytes ≈ 0.054 GB,

with 1 GB = 10⁹ bytes. The ratio for full storage is 51. The band coefficients occupy 0.027 GB in both cases.

At an assumed rate of 10¹⁰ real operations per second, one application takes 17.7 s with the dense matrix and 0.69 s with the projectors. The same rate is assumed for both, so these times restate the operation counts and are not measured timings. An iterative solver repeats the application many times, and the difference is paid at each repetition.

The size independence can be checked by enumeration. The volume formula gives N/(2P) = 25.5. Enumeration gives 25.7 for 8 atoms, 25.7 for 64 and 25.4 for 216. The deviations are below 1% and have both signs, as Section 2 allows.

**9. A semilocal operator without the dense matrix**

The count MN² belongs to the dense-matrix method. It is not a lower bound on the cost of a semilocal operator. Replace the radial integral by a quadrature with n points r_i and weights w_i:

F_l(G,G') ≈ Σ_i w_i r_i² ΔV_l(r_i) j_l(Gr_i) j_l(G'r_i).

Each term is now a function of G times a function of G'. Together with the angular and phase factors, it defines one projector for each radial point and each lm,

b_ilm(G) = (4π/√Ω) (−i)^l Y_lm(Ĝ) exp(−iG·τ) j_l(Gr_i),

with diagonal factor w_i r_i² ΔV_l(r_i). The matrix again has the form BDB†, with nP columns in place of P. Replacing P by nP in Section 5 gives

W_compact = 16MNPn − 2MN, S_compact = 16NPn bytes.

At leading order this form costs n times the separable one, and it is cheaper than the dense matrix when

n < N/(2P).

How large must n be? A Bessel function j_l(Gr) is a superposition of waves exp(iGrx) with −1 ≤ x ≤ 1, so the product j_l(Gr)j_l(G'r) contains radial wave numbers up to 2G_max. On an interval of half-length r_c/2, the largest phase amplitude is 2G_max × r_c/2 = G_max r_c. The Legendre expansion of such a wave has coefficients of magnitude (2k+1)|j_k(G_max r_c)|, which fall off rapidly once the degree k is well above G_max r_c. For the model of Section 4, G_max r_c ≈ 8.9, and r²ΔV_l is a polynomial of degree 6. Taking G_max r_c itself as the degree of the wave gives the integrand an effective degree of about 15. Gauss quadrature with n points integrates polynomials up to degree 2n − 1, which suggests n ≈ 8. This is a rough estimate: the coefficients of the wave are still of order one at degree 9 and die out only over the next several degrees, while a polynomial of high degree can be smooth enough to need fewer points than its degree suggests.

The program builds the compact matrix for the model cell and compares it with the dense one. The error, measured as the norm of the difference relative to the norm of the dense matrix, is 1.5 × 10⁻² for 6 points, 2.3 × 10⁻³ for 7 and 2.5 × 10⁻⁴ for 8. Eight points are the first to meet the chosen target of 10⁻³.

If eight points also served for the silicon cell, the cost would be

8 × 6.885 × 10⁹ ≈ 5.5 × 10¹⁰ operations, and 8 × 0.0538 ≈ 0.43 GB.

At the assumed rate this takes 5.5 s. It is 3.2 times cheaper than the dense matrix and 8 times dearer than the Kleinman-Bylander form. The value n = 8 comes from a smooth model potential and not from a silicon pseudopotential; a larger core radius or a sharper ΔV_l raises the error at fixed n and can require more points. If n = 8 is adopted, the ratio N/(2P) = 25.7 can be written as N/(2Pn) × n ≈ 3.2 × 8. The first factor is gained by writing the same semilocal operator, to the chosen accuracy, with nP columns. The second is gained by replacing it with a different operator that has a single radial function per channel. This split is not fixed. It depends on the model, on the target (6 points, with error 1.5 × 10⁻², would give 4.3 × 6) and on the Gauss rule, which need not give the fewest terms: a truncated eigenvalue decomposition of F_l, taken as a matrix in G and G', can reach the same accuracy with fewer.

The quadrature depends on G_max r_c and on the shape of ΔV_l, but not on A. The compact form therefore keeps the same powers of A as the other two.

**10. Conditions on the comparison**

The counts cover the nonlocal potential alone. The kinetic energy, the local potential with its Fourier transforms, and the orthogonalization of the bands are left out. If these take a time T_0 that is the same in both methods, the overall speed-up is

(T_0 + T_dense)/(T_0 + T_sep),

which is smaller than T_dense/T_sep whenever T_0 > 0 and T_dense > T_sep. The factor 25.7 is not the speed-up of a whole calculation.

The one-time construction of V or B is also left out. That is justified when the potential is applied many times at fixed atomic positions and fixed k.

The memory figures assume that everything is stored at once. Projectors can instead be generated for one atom at a time, which lowers their storage from 16NP to 16Np bytes but repeats the construction at each application. The dense matrix can likewise be generated row by row. Either choice trades memory for operations not counted here.

Finally, the coefficients were treated as general complex numbers. At k = 0 the orbitals can be chosen real, so that the coefficient at −G is the complex conjugate of that at G, and half of the vectors suffice. The counts above do not use this saving.

All counts also assume that the projectors are applied in reciprocal space, where each has N elements. Since ΔV_l vanishes beyond r_c, a projector can instead be applied on the points of the real-space Fourier grid that lie inside its core sphere. Their number depends on G_max r_c but not on A. The projection and expansion then cost a multiple of MP, which grows as A² rather than A³, apart from the Fourier transforms to the grid and at the price of a discretization error. The A³ scaling and the size-independent ratio found above belong to the reciprocal-space methods.

Computed values

```
SILICON, 64 ATOMS
cutoff = 20 Ry, G_max = 4.4721 1/bohr
lattice parameter = 10.2631 bohr
cell side = 20.5263 bohr, volume = 8648.3 bohr^3
plane waves N, enumerated = 13133
plane waves N, volume estimate = 13062
bands M = 128
projectors per atom = 4, in cell P = 256
dense multiply-adds, all bands = 2.208e+10
separable multiply-adds, all bands = 8.607e+08
dense real operations = 1.766e+11
separable real operations = 6.885e+09
operation ratio N/(2P) = 25.65
dense matrix memory = 2.760 GB
one Hermitian triangle = 1.380 GB
separable projector memory = 0.0538 GB
memory ratio N/P = 51.30
band coefficients, both methods = 0.0269 GB
assumed rate = 10 Gflop/s
dense time = 17.66 s
separable time = 0.689 s
SIZE DEPENDENCE of N/(2P)
volume formula = 25.51
8 atoms, enumerated = 25.73
64 atoms, enumerated = 25.65
216 atoms, enumerated = 25.39
COUNTED ARITHMETIC, small matrices
N = 40, P = 8, M = 3
dense: counted 38160, 8MN^2 = 38400
separable: counted 15120, 16MNP = 15360
MODEL CELL, one atom
side = 8 bohr, core radius = 2 bohr, N = 751
depths: s 3.0 Ry, p 1.5 Ry
matrix element error / largest element = 1.1e-15
widths: reference 1.2 bohr, other 0.8 bohr
l=0 separable vs semilocal, reference = 6.7e-07
l=0 separable vs semilocal, other = 0.206
l=1 separable vs semilocal, reference = 4.1e-06
l=1 separable vs semilocal, other = 0.221
COMPACT SEMILOCAL FORM
target relative matrix error = 1e-03
6 radial points: error = 1.5e-02
7 radial points: error = 2.3e-03
8 radial points: error = 2.5e-04
silicon cell with 8 points: operations = 5.508e+10
same, memory = 0.430 GB
same, time = 5.51 s
dense / compact operations = 3.21
```
